# Cutoffs for the Asymptotic Boys Function: Absolute and Relative Error: test program

```python
# Result under test: the large-x Boys formula
#   A_n(x) = Gamma(n+1/2) / (2 x^(n+1/2))
# for F_n(x) = integral_0^1 t^(2n) exp(-x t^2) dt has error
#   E_n(x) = A_n - F_n = integral_1^infinity t^(2n) exp(-x t^2) dt.
# The x where E_n = eps hardly depends on n; the x where the relative
# error R_n = E_n/F_n = eps rises strongly with n.
# n: order, x: dimensionless argument, eps: tolerance,
# alpha: Gaussian exponent (bohr^-2), R: distance (bohr).
import mpmath as mp
from scipy.optimize import brentq

mp.mp.dps = 50
eps = mp.mpf(10) ** -14
half = mp.mpf(1) / 2
orders = [0, 1, 2, 4, 8, 12]


def boys(n, x):
    """Boys function by quadrature of its definition."""
    return mp.quad(lambda t: t ** (2 * n) * mp.exp(-x * t * t),
                   [0, half, 1])


def asymptotic(n, x):
    return mp.gamma(n + half) / (2 * x ** (n + half))


def errors(n, x):
    """Absolute and relative error of the asymptotic formula."""
    x = mp.mpf(x)
    exact = boys(n, x)
    absolute = asymptotic(n, x) - exact
    return absolute, absolute / exact


def threshold(n, kind):
    """Root of log(error/eps); kind 0 is absolute, 1 is relative."""
    return brentq(lambda x: float(mp.log(errors(n, x)[kind] / eps)),
                  20.0, 70.0, xtol=1e-11)


def lambert_bracket(n):
    """Two closed-form estimates enclosing the absolute threshold."""
    k = n - half
    first = mp.lambertw(1 / (2 * eps)).real
    second = k + mp.lambertw(mp.exp(-k) / (2 * eps)).real
    return min(first, second), max(first, second)


def relative_estimate(n):
    """Iterated logarithmic estimate of the relative threshold."""
    k = n - half
    x = mp.mpf(70)
    for _ in range(200):
        x = (-mp.log(eps) + k * mp.log(x)
             - mp.loggamma(n + half) - mp.log(1 - k / x))
    return x


# The error equals the tail integral and lies between its two bounds.
for n in orders:
    for x in (mp.mpf(20), mp.mpf(35)):
        tail = mp.quad(lambda t: t ** (2 * n) * mp.exp(-x * t * t),
                       [1, 1.5, 2, 3, mp.inf])
        error = errors(n, x)[0]
        assert abs(error / tail - 1) < mp.mpf(10) ** -15
        bounds = sorted([mp.exp(-x) / (2 * x),
                         mp.exp(-x) / (2 * (x - n + half))])
        assert bounds[0] < error < bounds[1]

# Both errors grow with order and fall with argument.
for x in (5, 20, 35):
    table = [errors(n, x) for n in range(13)]
    for kind in (0, 1):
        values = [row[kind] for row in table]
        assert all(b > a for a, b in zip(values, values[1:]))
        for n in orders:
            assert errors(n, x + 1)[kind] < table[n][kind]

print("tolerance eps = %.1e (dimensionless)" % float(eps))
print("error at x=28, n=0: %.4e (dimensionless)"
      % float(errors(0, 28)[0]))

absolute_x = {n: threshold(n, 0) for n in orders}
relative_x = {n: threshold(n, 1) for n in orders}

print("Absolute thresholds x (dimensionless)")
print(" n   lower     exact     upper")
for n in orders:
    low, high = lambert_bracket(n)
    assert low < absolute_x[n] < high
    print("%2d  %.4f  %.4f  %.4f"
          % (n, float(low), absolute_x[n], float(high)))

print("Relative thresholds x (dimensionless)")
print(" n   exact     estimate")
for n in orders:
    estimate = float(relative_estimate(n))
    difference = estimate - relative_x[n]
    assert abs(difference) < 0.02
    assert difference < 0 if n == 0 else difference > 0
    print("%2d  %.4f  %.4f" % (n, relative_x[n], estimate))

for xs in (absolute_x, relative_x):
    assert all(xs[b] > xs[a] for a, b in zip(orders, orders[1:]))
absolute_rise = absolute_x[12] - absolute_x[0]
relative_rise = relative_x[12] - relative_x[0]
assert absolute_rise < 1 and relative_rise > 20
print("rise n=0 to 12, absolute: %.4f (dimensionless)" % absolute_rise)
print("rise n=0 to 12, relative: %.4f (dimensionless)" % relative_rise)

# At one fixed argument the function collapses, but its error does not.
x_common = mp.mpf(absolute_x[0])
print("At x = %.4f (all dimensionless)" % float(x_common))
print(" n   F_n         E_n         R_n")
for n in orders:
    absolute, relative = errors(n, x_common)
    print("%2d  %.4e  %.4e  %.4e"
          % (n, float(boys(n, x_common)), float(absolute),
             float(relative)))

# Repeated (1/R)d/dR is d/ds with s = R^2/2; differentiate F_0 directly.
order = 8
alpha = mp.mpf(10)
x_model = mp.mpf(absolute_x[order])
s_model = x_model / (2 * alpha)


def boys_zero_of_s(s):
    x = 2 * alpha * s
    return mp.sqrt(mp.pi / x) * mp.erf(mp.sqrt(x)) / 2


derivative = mp.diff(boys_zero_of_s, s_model, order)
factor = (-2 * alpha) ** order
assert abs(derivative / (factor * boys(order, x_model)) - 1) < 1e-15
approximate = factor * asymptotic(order, x_model)
integral_error = abs(approximate - derivative)
integral_relative = integral_error / abs(derivative)
assert abs(integral_relative / errors(order, x_model)[1] - 1) < 1e-6
print("Derivative integral, order n = %d" % order)
print("alpha = %.1f bohr^-2" % float(alpha))
print("R = %.5f bohr" % float(mp.sqrt(2 * s_model)))
print("x = %.4f (dimensionless)" % float(x_model))
print("factor (2 alpha)^n = %.4e bohr^-16" % float(abs(factor)))
print("exact derivative = %.6e bohr^-16" % float(derivative))
print("absolute error = %.4e bohr^-16" % float(integral_error))
print("relative error = %.4e (dimensionless)" % float(integral_relative))

print("tests ok")
```

It prints:

```
tolerance eps = 1.0e-14 (dimensionless)
error at x=28, n=0: 1.2138e-14 (dimensionless)
Absolute thresholds x (dimensionless)
 n   lower     exact     upper
 0  28.1866  28.1872  28.2036
 1  28.2036  28.2203  28.2209
 2  28.2036  28.2544  28.2563
 4  28.2036  28.3259  28.3310
 8  28.2036  28.4842  28.4986
12  28.2036  28.6673  28.6982
Relative thresholds x (dimensionless)
 n   exact     estimate
 0  29.9480  29.9475
 1  34.1365  34.1369
 2  37.4248  37.4260
 4  43.0320  43.0343
 8  52.5507  52.5548
12  60.9771  60.9826
rise n=0 to 12, absolute: 0.4801 (dimensionless)
rise n=0 to 12, relative: 31.0290 (dimensionless)
At x = 28.1872 (all dimensionless)
 n   F_n         E_n         R_n
 0  1.6692e-01  1.0000e-14  5.9907e-14
 1  2.9610e-03  1.0349e-14  3.4951e-12
 2  1.5757e-04  1.0722e-14  6.8047e-11
 4  1.7353e-06  1.1553e-14  6.6573e-09
 8  3.3168e-09  1.3646e-14  4.1141e-06
12  5.1217e-11  1.6599e-14  3.2410e-04
Derivative integral, order n = 8
alpha = 10.0 bohr^-2
R = 1.68773 bohr
x = 28.4842 (dimensionless)
factor (2 alpha)^n = 2.5600e+10 bohr^-16
exact derivative = 7.767325e+01 bohr^-16
absolute error = 2.5600e-04 bohr^-16
relative error = 3.2959e-06 (dimensionless)
tests ok
```
